# Bounds on a ground-state polarizability from sum rules, tested on hydrogen

## 1. A case with one spectral line

Take one electron on a line, bound by a spring of frequency $\omega_0$. Hartree atomic units are used throughout, so $\hbar=m_e=e=1$ and the electron has charge $-1$. Its dipole is $D=-z$, and a static field $F$ adds the energy $-FD=+Fz$:

$$H(F)=\frac{p^2}{2}+\frac{\omega_0^2z^2}{2}+Fz
=\frac{p^2}{2}+\frac{\omega_0^2}{2}\Big(z+\frac{F}{\omega_0^2}\Big)^2-\frac{F^2}{2\omega_0^2}.$$

Completing the square shows the same oscillator, displaced against the field and lowered in energy. The static polarizability $\alpha$ is defined by

$$E(F)=E_0-F\langle D\rangle-\tfrac12\alpha F^2+\dots,$$

so here $\alpha=1/\omega_0^2$.

Two other quantities are known for this system. The ground-state energy $\omega_0/2$ is shared equally between kinetic and potential energy, so $\omega_0^2\langle z^2\rangle/2=\omega_0/4$, and the dipole variance is $\sigma^2=\langle z^2\rangle=1/(2\omega_0)$. Since $z$ is a sum of one raising and one lowering operator, the ground state couples to the first excited state alone, at excitation energy $\omega_0$. Hence $\alpha$ can be written in two ways:

$$\alpha=\frac{1}{\omega_0^2}=4\sigma^4=\frac{2\sigma^2}{\omega_0}.$$

The first form uses the size of the charge fluctuation, the second uses the fluctuation and the excitation energy. For $\omega_0=0.5$ we have $\sigma^2=1$, and both forms give $\alpha=4$. A diagonalization on a grid gives 4.00000 for the spectral sum of section 2 and for both forms.

An atom has many lines and a continuum. The two expressions then separate, and the question is on which side of $\alpha$ each one falls.

## 2. Many lines: three sums over one spectrum

Let $N$ nonrelativistic electrons move around clamped nuclei, with $D=-\sum_i z_i$. The nuclear dipole is a constant and affects the term linear in $F$, not $\alpha$. The ground state $|0\rangle$ is bound and, apart from spin, nondegenerate. A field can split a degenerate level, in first or in second order, and a single $\alpha$ would then not be defined as above. Write

$$\omega_n=E_n-E_0,\qquad d_n=\langle n|D|0\rangle ,$$

and let $\sum_n$ run over all excited states, with an integral over the continuum understood.

**The polarizability.** Expand the state as $|0\rangle+F|1\rangle+\dots$ with $\langle0|1\rangle=0$, and the energy as $E_0+FE_1+F^2E_2+\dots$. The terms of first order in $(H-FD)|\psi\rangle=E|\psi\rangle$ are

$$H|1\rangle-D|0\rangle=E_0|1\rangle+E_1|0\rangle .$$

Projection on $\langle0|$ gives $E_1=-\langle D\rangle$, so

$$(H-E_0)|1\rangle=(D-\langle D\rangle)|0\rangle. \tag{1}$$

Projection on an excited state gives $\langle n|1\rangle=d_n/\omega_n$. The second-order terms, projected on $\langle0|$, give $E_2=-\langle0|D|1\rangle=-\sum_n|d_n|^2/\omega_n$. Comparison with $E_2=-\alpha/2$ yields

$$\alpha=2\sum_n\frac{|d_n|^2}{\omega_n}. \tag{2}$$

**The variance.** Insert a complete set of states into $\langle D^2\rangle$. The term with the ground state itself is $\langle D\rangle^2$, and it is missing from our sum. Therefore

$$\sum_n|d_n|^2=\langle D^2\rangle-\langle D\rangle^2\equiv\sigma^2. \tag{3}$$

**The Thomas-Reiche-Kuhn sum.** Assume that the potential energy is a function of the electron positions, so that it commutes with $D$. The kinetic energy then supplies the whole commutator. From $[p,z]=-i$,

$$\Big[\frac{p^2}{2},z\Big]=\frac{p[p,z]+[p,z]p}{2}=-ip,
\qquad [H,D]=+i\sum_ip_{iz}.$$

A second commutator, with $[z_j,p_{iz}]=i\delta_{ij}$, gives

$$[D,[H,D]]=-i\sum_{ij}[z_j,p_{iz}]=-i\cdot iN=N.$$

Written out, the same operator is $2DHD-D^2H-HD^2$. In the ground state $H$ may be replaced by $E_0$ wherever it stands at an outer edge, so the expectation value is $2\langle D(H-E_0)D\rangle$. Inserting states between $D$ and $D$ gives

$$2\sum_n\omega_n|d_n|^2=N. \tag{4}$$

The ground-state term drops out because its excitation energy is zero.

Equations (2) to (4) contain the same positive weights $|d_n|^2$, multiplied by $1/\omega$, by 1 and by $\omega$.

## 3. The bracket

Divide the weights by their sum: $p_n=|d_n|^2/\sigma^2$ is a probability distribution over excitation energies. With averages over $p_n$ marked by a bar,

$$\overline{\omega}=\frac{N}{2\sigma^2},\qquad \overline{1/\omega}=\frac{\alpha}{2\sigma^2}.$$

For the lower bound, apply the Cauchy-Schwarz inequality to the two lists $|d_n|\sqrt{\omega_n}$ and $|d_n|/\sqrt{\omega_n}$, whose products are $|d_n|^2$:

$$\sigma^4=\Big(\sum_n|d_n|^2\Big)^2\le
\Big(\sum_n\omega_n|d_n|^2\Big)\Big(\sum_n\frac{|d_n|^2}{\omega_n}\Big)
=\frac N2\cdot\frac\alpha2 .$$

For the upper bound, let $\omega_1$ be the lowest dipole-allowed excitation energy. Every term in (2) with nonzero weight has $1/\omega_n\le1/\omega_1$, so $\alpha\le(2/\omega_1)\sum_n|d_n|^2$. Together,

$$\boxed{\;\frac{4\sigma^4}{N}\le\alpha\le\frac{2\sigma^2}{\omega_1}\;} \tag{5}$$

The ratio of the upper bound to the lower one is

$$\frac{2\sigma^2}{\omega_1}\cdot\frac{N}{4\sigma^4}=\frac{N}{2\sigma^2\omega_1}=\frac{\overline\omega}{\omega_1}\ge1,$$

since an average cannot lie below the smallest value. The bracket is narrow when the mean excitation energy lies close to the lowest one. In the one-line case of section 1 the ratio is 1. The same inequality, $\sigma^2\le N/(2\omega_1)$, turns the upper bound into $\alpha\le N/\omega_1^2$, which needs no variance but is never tighter.

**A limit: distant copies.** Put $M$ identical closed-shell atoms so far apart that they do not influence one another. Their dipoles fluctuate independently, so $N$, $\sigma^2$ and $\alpha$ are all multiplied by $M$, while $\omega_1$ is unchanged. The lower bound becomes $4M^2\sigma^4/(MN)$, which is $M$ times the old one, and the upper bound also grows by $M$. The relative width does not deteriorate with the number of copies. This concerns separate copies and says nothing about adding electrons to one atom.

**What $\sigma^2$ requires.** For several electrons $\langle D^2\rangle=\sum_{ij}\langle z_iz_j\rangle$ contains the cross terms $i\ne j$, so it needs the pair density and not the density alone. For neon in Hartree-Fock (aug-cc-pVTZ basis, approximate values), $\sum_i\langle z_i^2\rangle\approx3.1$ while $\sigma^2\approx2.0$. The first number, put in place of $\sigma^2$, gives a "lower bound" of about 3.9, above the polarizability of about 2.2 from the same calculation; the second gives about 1.7.

## 4. Hydrogen

The ground state is $\psi_0=e^{-r}/\sqrt\pi$, with $N=1$ and $\langle D\rangle=0$. By spherical symmetry $\langle z^2\rangle=\langle r^2\rangle/3$, and

$$\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=4\cdot\frac{24}{32}=3,\qquad\sigma^2=1.$$

Acting on an s state, $z$ produces a p state. The lowest is 2p, so $\omega_1=\tfrac12-\tfrac18=\tfrac38$. Equation (5) gives

$$4\le\alpha\le\frac{2}{3/8}=\frac{16}{3}\approx5.333 .$$

**The value to be bracketed.** A static field makes the potential energy unbounded below far from the atom, so the electron can in principle tunnel out. By $\alpha$ we mean the second-order coefficient, which follows from (1). With $D=-z$ that equation reads $(H+\tfrac12)\psi_1=-z\psi_0$. Try $\psi_1=-z(1+r/2)\psi_0$. Its radial part is proportional to $R=(r+r^2/2)e^{-r}$ with angular momentum 1, and we need $(H+\tfrac12)R=re^{-r}$. The derivatives are

$$R'=\Big(1-\frac{r^2}{2}\Big)e^{-r},\qquad R''=\Big(-1-r+\frac{r^2}{2}\Big)e^{-r},$$

so that

$$R''+\frac{2R'}{r}-\frac{2R}{r^2}=\Big(-2-2r+\frac{r^2}{2}\Big)e^{-r}.$$

Multiply by $-\tfrac12$ for the kinetic energy, then add $-R/r$ and $R/2$:

$$\Big(1+r-\frac{r^2}{4}\Big)+\Big(-1-\frac r2\Big)+\Big(\frac r2+\frac{r^2}{4}\Big)=r .$$

The trial function is a solution. From $\alpha=-2E_2=2\langle0|D|1\rangle$,

$$\alpha=2\Big\langle z^2\Big(1+\frac r2\Big)\Big\rangle=\frac23\Big(\langle r^2\rangle+\frac{\langle r^3\rangle}{2}\Big)
=\frac23\Big(3+\frac{7.5}{2}\Big)=\frac92,$$

where $\langle r^3\rangle=4\cdot120/64=7.5$.

The value 4.5 lies inside the bracket. The lower bound is 11% below it and the upper bound 19% above it. In volume units the three numbers are 0.593, 0.667 and 0.790 cubic angstrom. The weaker bound $N/\omega_1^2=7.11$ is 58% too high.

A diagonalization in 40 Laguerre functions for each angular momentum gives 1.00000 for the sum (4) and 4.50000 for (2). Going from 20 to 40 functions moves $\alpha$ by $4\times10^{-15}$, which is rounding error. The reason is that $z\psi_0$ and $\psi_1$ are both short polynomials times $e^{-r}$ and lie within either basis. The 3p energy has no such advantage, and its excitation energy moves by $6\times10^{-8}$.

**Another limit: nuclear charge $Z$.** For a one-electron ion, lengths shrink as $1/Z$ and energies grow as $Z^2$. Then $\sigma^2=1/Z^2$ and $\omega_1=3Z^2/8$, and all three members of (5) fall as $Z^{-4}$. The relative bracket is the same for every such ion in this nonrelativistic model.

## 5. Can the same three data do better?

Consider distributions of positive weight over frequency, with $\sigma^2$ and $N$ given and no weight below $\omega_1$.

The lower bound is reached by a single line at $\overline\omega=N/(2\sigma^2)$. For the hydrogen values this line sits at $0.5$, and it belongs to the oscillator of section 1, whose polarizability is 4. If some weight must actually lie at $\omega_1$, an arbitrarily small amount suffices, and the bound is approached instead of reached.

For the upper bound, put a fraction $1-\epsilon$ of the weight at $\omega_1$ and $\epsilon$ at a high frequency $\Omega$. The mean is right if

$$(1-\epsilon)\omega_1+\epsilon\Omega=\overline\omega
\quad\Rightarrow\quad\Omega=\omega_1+\frac{\overline\omega-\omega_1}{\epsilon}.$$

For hydrogen data and $\epsilon=0.001$, $\Omega=0.375+0.125/0.001=125.375$, and

$$\alpha=2\Big(\frac{0.999}{0.375}+\frac{0.001}{125.375}\Big)=5.328,$$

close to 5.333. As $\epsilon\to0$ the upper bound is approached. A tiny weight at high frequency can carry a finite part of the Thomas-Reiche-Kuhn sum while adding almost nothing to $\alpha$, and so that sum cannot lower the ceiling. This shows that no sharper inequality follows from (2) to (4) and the gap alone. It does not show that an atom with such a two-line spectrum exists.

## 6. One more line of information

To narrow the bracket, more data are needed. Suppose the total squared dipole $d_1^2$ of the first line is known, and the next allowed excitation energy $\omega_2$. Remove that line from all three sums. What remains has variance $\sigma^2-d_1^2$, Thomas-Reiche-Kuhn sum $N-2\omega_1d_1^2$ and lower edge $\omega_2$. As long as some weight is left, the arguments of section 3 apply to the remainder:

$$\frac{2d_1^2}{\omega_1}+\frac{4(\sigma^2-d_1^2)^2}{N-2\omega_1d_1^2}\le\alpha\le\frac{2d_1^2}{\omega_1}+\frac{2(\sigma^2-d_1^2)}{\omega_2}.$$

For hydrogen the radial functions are $R_{1s}=2e^{-r}$ and $R_{2p}=re^{-r/2}/(2\sqrt6)$, and the angular factor is $1/\sqrt3$. Up to a sign,

$$d_1=\frac{1}{\sqrt{18}}\int_0^\infty r^4e^{-3r/2}dr=\frac{1}{\sqrt{18}}\cdot\frac{256}{81},\qquad d_1^2=0.5549 .$$

The 2p line thus holds 55% of the variance. It has 42% of the sum (4), because its frequency is low, and supplies $2(0.55493)/0.375=2.960$, or 66%, of $\alpha$. With $\omega_2=\tfrac12-\tfrac1{18}=\tfrac49$,

$$2.960+\frac{4(0.4451)^2}{0.5838}=4.317\le\alpha\le2.9596+\frac{2(0.44507)}{0.44444}=4.962 .$$

The width has fallen from 1.33 to 0.65.

## 7. Two electrons, and a misplaced origin

Hydrogen has one electron and no mean dipole, so it tests neither electron repulsion nor the subtraction in (3). Both enter in a polar model with two electrons on a line. Each feels the potential

$$-\frac{2}{\sqrt{(x+0.7)^2+1}}-\frac{1}{\sqrt{(x-1.3)^2+1}},$$

and they repel with energy $1/\sqrt{(x_1-x_2)^2+1}$. On a grid of 32 points per electron, spaced by 0.45, the sum (4) is 2.00000 and $\sigma^2=1.7348$. The polarizability is found without (2), from the curvature of the ground-state energy at fields $\pm0.002$, and is 6.160. A wider box with a finer grid changes this polarizability by less than 0.001, and $\sigma^2$ and the excitation energies below by about 0.0001 or less, so the last digits quoted belong to this grid.

The lowest excitation energy, 0.3624, has no dipole coupling to the ground state. That is what symmetry requires of a state odd under exchange of the two positions, because the ground state and $D$ are even. The lowest allowed excitation is at 0.5471. Then

$$\frac{4(1.7348)^2}{2}=6.019\le6.160\le\frac{2(1.7348)}{0.5471}=6.342 .$$

Using the forbidden gap instead gives 9.57, still an upper bound but a poor one. Any positive number known to lie below $\omega_1$ may be used in this way; a number above it carries no guarantee.

Now move the origin by 3 bohr, so that $D$ changes by $-6$. The mean dipole goes from 0.390 to $-5.610$. The variance is unchanged, but $\langle D^2\rangle=1.735+5.610^2\approx33.2$. Put in place of $\sigma^2$, it would give a "lower bound" of $4(33.2)^2/2\approx2.2\times10^3$, far above the true 6.160.

## 8. Where the statement stops

**Nonlocal potentials.** Step (4) assumed a potential $V$ that commutes with position. What it requires is that $\langle[D,[V,D]]\rangle$ vanish. A term linear in the momentum, such as a spin-orbit term $\xi(r)\,\mathbf L\cdot\mathbf S$, still passes, because $[V,D]$ then contains no momentum and commutes with $D$. A projector on one angular momentum in general does not pass. Raise the energy of all p waves of hydrogen by $\Delta$ and leave the s waves alone. Such a potential depends on angular momentum, as many pseudopotentials do. The ground state and the dipoles $d_n$ do not change, but each $\omega_n$ becomes $\omega_n+\Delta$, and the sum (4) becomes $1+2\Delta\sigma^2$. For $\Delta=0.1$ it is 1.2, and $\alpha=3.637$. This violates $\alpha\ge4$. With the true sum in place of $N$ the bound is $4/1.2=3.333$ and holds. The upper bound never used (4), and needs just the new $\omega_1$.

**Clamped nuclei.** In a molecule or a polar crystal the nuclei also move in a static field. That nuclear part of the response is absent from (5), which concerns the electrons of a finite system. A measured static polarizability that includes it may exceed the upper bound without contradiction.

**The real hydrogen atom.** The proton has finite mass, so the field acts on the relative coordinate, with reduced mass $\mu=1/(1+m_e/m_p)$. Lengths scale as $1/\mu$ and energies as $\mu$, so $\alpha$, a squared length over an energy, scales as $\mu^{-3}\approx1+3m_e/m_p$. Diagonalization with this mass gives a relative increase of $1.6\times10^{-3}$. At 10 MV/cm the induced dipole divided by the field is larger than its zero-field value by a fraction $1.9\times10^{-4}$, in a basis of localized functions that does not describe tunnelling out of the atom. Relativistic corrections are expected at the order of the squared fine-structure constant, $5\times10^{-5}$; this is an estimate of size, not a computed shift. All three are far smaller than the distance from 4.5 to either bound.

The numerical output lists these values, with $\sigma^2$ printed as s2 and $\omega_n$ as w.

## Computed values

```
HYDROGEN
dipole variance s2: 1.00000 a.u.
TRK sum: 1.00000 (pure number)
first allowed excitation w1: 0.37500 a.u.
second allowed excitation w2: 0.44444 a.u.
lower bound: 4.00000 a.u.
polarizability, spectral sum: 4.50000 a.u.
polarizability, closed form: 9/2 a.u.
upper bound: 5.33333 a.u.
weaker upper bound N/w1^2: 7.11111 a.u.
lower bound: 0.5927 cubic angstrom
polarizability: 0.6668 cubic angstrom
upper bound: 0.7903 cubic angstrom
2p line: squared dipole: 0.55493 a.u.
2p line: oscillator strength: 0.41620 (pure number)
2p line: part of polarizability: 2.95962 a.u.
refined lower bound: 4.31685 a.u.
refined upper bound: 4.96244 a.u.
two-line spectrum: high-line weight: 0.0010 (fraction)
two-line spectrum: high frequency: 125.375 a.u.
two-line spectrum: polarizability: 5.32802 a.u.
basis change 20 to 40 functions per l:
  shift of polarizability: 4.4e-15 a.u.
  shift of w1: 1.2e-15 a.u.
  shift of w2: 6.1e-08 a.u.
NONLOCAL TEST (p waves of hydrogen raised)
p-wave shift: 0.10 a.u.
polarizability: 3.63734 a.u.
TRK sum: 1.20000 (pure number)
lower bound with true sum: 3.33333 a.u.
NEGLECTED EFFECTS, relative change of polarizability
finite proton mass: 1.635e-03 (fraction)
field used: 10.0 MV/cm
nonlinearity at that field: 1.87e-04 (fraction)
relativity, order of size: 5.3e-05 (fraction)
HARMONIC OSCILLATOR
frequency: 0.50 a.u.
lower bound: 4.00000 a.u.
polarizability: 4.00000 a.u.
upper bound: 4.00000 a.u.
TWO-ELECTRON POLAR MODEL
mean dipole of electrons: 0.39047 a.u.
dipole variance: 1.73482 a.u.
TRK sum: 2.00000 (pure number)
lowest excitation (forbidden): 0.36242 a.u.
lowest allowed excitation: 0.54707 a.u.
lower bound: 6.01923 a.u.
polarizability, finite field: 6.16034 a.u.
upper bound: 6.34221 a.u.
upper bound from forbidden gap: 9.57361 a.u.
false lower bound, <D^2>, origin moved 3 bohr: 2204.7 a.u.
```
